Nordheim's x(1-x) rule for residual resistivity: derivation and fitting procedure

## Part 1. From random site occupation to the coefficient

Two simple estimates of the residual resistivity of a mixed crystal A(1-x)B(x) fail. The residual resistivity is what remains at low temperature, when lattice vibrations no longer scatter electrons. Linear interpolation between perfect crystals of A and B gives zero for every x, because each end has zero residual resistivity. Treating every B atom as an independent impurity in A gives Cx. This is reasonable for small x, but at x = 1 it assigns the resistivity C to a perfect crystal of B. At x = 1/2 it is already twice the result derived here,

ρ(x) = C x(1-x).  (1)

Equation (1) is Nordheim's rule. It is a leading-order result in the difference between the two atomic potentials, and it needs a disordered alloy. The derivation supplies C as an integral over the potential difference, and shows which data may be used when C is fitted instead.

### Model and conventions

The algebra uses atomic units, ħ = m = e = 1, where m is the electron mass and e the magnitude of its charge. The crystal has N sites R_i in a volume V, so the atomic density is n_a = N/V. The assumptions are as follows.

- The sites form one fixed lattice. Each is occupied independently, by B with probability x and by A with probability 1-x.
- Both atoms give Z conduction electrons. The volume per atom and the screening do not depend on x.
- The conduction electrons occupy one isotropic parabolic band, E = k²/2, and their states are represented by plane waves.
- Scattering is elastic and weak enough for the Born approximation, and the mean free path l is long compared with 1/k_F.

The electron density is n = Z n_a. Filling a sphere of radius k_F with two spins per wavevector gives

n = 2 (4πk_F³/3)/(2π)³ = k_F³/(3π²).  (2)

Since Z and n_a are fixed, k_F does not change with x. Without this assumption C would depend on composition.

### The virtual crystal and the deviation from it

Let v_A(r) and v_B(r) be the screened potentials of the two atoms, and let c_i be 1 if site i holds B and 0 if it holds A. The potential of site i is v_A + c_i(v_B - v_A). With Δ = v_B - v_A, adding and subtracting xΔ gives

v_A + c_iΔ = (v_A + xΔ) + (c_i - x)Δ.

The first bracket equals (1-x)v_A + x v_B and is the same on every site. Its sum over sites is the virtual-crystal potential. Being periodic, it has Bloch states that carry current without decay, so it produces no residual resistance. Resistance comes from the remainder,

U(r) = Σ_i (c_i - x) Δ(r - R_i).  (3)

An A atom contributes -xΔ to U and a B atom contributes (1-x)Δ. In an A-rich alloy the many A atoms deviate weakly and the few B atoms deviate strongly. The mean square deviation is

(1-x)x² + x(1-x)² = x(1-x)[x + (1-x)] = x(1-x),

in units of Δ². This is the origin of the parabola. It remains to show that different sites do not interfere on average.

### The averaged matrix element

For plane waves normalized in V, the matrix element from k to k' depends on q = k' - k:

U_k'k = (1/V) ∫ e^(-iq·r) U(r) d³r.

Insert equation (3) and put r = R_i + s in the i-th term. The phase e^(-iq·R_i) comes out of the integral, which leaves

U_k'k = (1/V) Δ̃(q) Σ_i (c_i - x) e^(-iq·R_i),  (4)

Δ̃(q) = ∫ e^(-iq·s) Δ(s) d³s.

Each Δ is taken to be spherical, so Δ̃ is real and depends on q = |q|. Squaring equation (4) gives a double sum over sites, for which the averages ⟨(c_i - x)(c_j - x)⟩ are needed.

For i ≠ j the occupations are independent. The average factorizes into ⟨c_i - x⟩⟨c_j - x⟩ = 0. For i = j, use c_i² = c_i, which holds because c_i is 0 or 1:

⟨(c_i - x)²⟩ = ⟨c_i⟩ - 2x⟨c_i⟩ + x² = x - 2x² + x² = x(1-x).

Only the N diagonal terms survive, and their phases cancel. Therefore

⟨|U_k'k|²⟩ = N x(1-x) |Δ̃(q)|²/V².  (5)

The same answer follows if pure A is used as the reference, provided the periodic part is removed. Then c_i replaces c_i - x, and ⟨c_i c_j⟩ is x² for i ≠ j and x for i = j. Both cases are contained in

⟨c_i c_j⟩ = x² + x(1-x)δ_ij.

The x² term multiplies |Σ_i e^(-iq·R_i)|². In a large crystal this is concentrated at reciprocal lattice vectors, so it describes a periodic potential and belongs in the band structure. The term in x(1-x) is the random scattering. The virtual crystal makes this separation at the start.

### Transition rate and Boltzmann equation

To lowest order in U, the golden rule gives the rate from k to one state k',

W_k'k = 2π ⟨|U_k'k|²⟩ δ(E' - E).  (6)

Using the averaged rate neglects interference between successive scattering events. That is the purpose of the condition k_F l ≫ 1.

Apply an electric field F along z. An electron has charge -1, so dk_z/dt = -F. Write the steady distribution as f₀ + δf, where f₀ is the Fermi function. To first order in F,

-F v cosθ ∂f₀/∂E = Σ_k' W_k'k (δf_k' - δf_k).  (7)

Here v is the speed and θ the angle between k and z. The right side contains no product of distributions. For elastic scattering W is symmetric, and the exclusion factors combine as f'(1-f) - f(1-f') = f' - f.

Set δf = F v (∂f₀/∂E) g(θ). Elastic scattering keeps v and ∂f₀/∂E unchanged, so they cancel. After a change of sign,

Σ_k' W_k'k [g(θ) - g(θ')] = cosθ.  (8)

Try g = τ cosθ. Let χ be the angle between k and k', and φ the azimuth of k' about k. Then

cosθ' = cosθ cosχ + sinθ sinχ cosφ.

In an isotropic band W depends on χ but not on φ, so the last term integrates to zero. The left side of equation (8) becomes τ cosθ Σ_k' W(1 - cosχ). The trial function therefore solves the equation, with

1/τ = Σ_k' W_k'k (1 - cosχ).  (9)

The factor 1 - cosχ measures the loss of forward motion. A deflection through a small angle hardly reduces the current, whereas a reversal has the weight 2.

### The scattering integral

The potential conserves spin, so the sum in equation (9) runs over one spin. With μ = cosχ,

Σ_k' → V/(2π)³ · 2π ∫dμ ∫k'² dk'.

Because dE' = k' dk', the energy delta function gives ∫k'² δ(E' - E) dk' = k_F at the Fermi level. Combining this with equations (5), (6) and (9),

1/τ = 2π · N x(1-x)/V² · V k_F/(4π²) ∫_{-1}^{1} (1-μ)|Δ̃|² dμ

  = x(1-x) n_a k_F/(2π) ∫_{-1}^{1} (1-μ)|Δ̃|² dμ.  (10)

For two wavevectors of length k_F, q² = 2k_F²(1-μ). Thus 1-μ = q²/(2k_F²) and dμ = -q dq/k_F². The limits μ = 1 and μ = -1 become q = 0 and q = 2k_F. The minus sign reverses the limits, which gives

∫_{-1}^{1} (1-μ)|Δ̃|² dμ = (1/(2k_F⁴)) ∫_0^{2k_F} q³|Δ̃(q)|² dq.

Denote the last integral by I. Equation (10) becomes

1/τ = x(1-x) n_a I/(4πk_F³),  I = ∫_0^{2k_F} q³|Δ̃(q)|² dq.  (11)

One power of q comes from the number of final states and two come from the transport weight.

### Resistivity

The current density is the sum of charge times velocity over both spins:

j = -2 ∫ v cosθ δf d³k/(2π)³.

Insert δf = F v τ cosθ ∂f₀/∂E and use -∂f₀/∂E = δ(E - E_F) at low temperature. The conductivity j/F is

σ = 2/(2π)³ · (4π/3) · k_F² · k_F · τ = k_F³τ/(3π²) = nτ.

The factor 4π/3 is the angular integral of cos²θ, k_F² is v², and the remaining k_F comes from the energy delta function. Since ρ = 1/(nτ) and n = Z n_a, the atomic density cancels:

ρ(x) = C x(1-x),  C = I/(4πZk_F³).  (12)

This is equation (1) with its coefficient. C contains |Δ̃|², so exchanging the labels A and B leaves the curve unchanged. At small x, ρ ≈ Cx, and C is the resistivity per unit fraction of B in A. Near x = 1, ρ ≈ C(1-x), with the same C for A atoms in B. This equality of the two ends holds only to leading order in Δ̃.

To work in eV and angstrom, restore the constants. The golden rule brings 1/ħ, the density of final states brings m/ħ², and ρ = m/(ne²τ). Hence

C = (ħ/e²)(m/ħ²)² I/(4πZk_F³).

Since E_F = ħ²k_F²/(2m), m/ħ² = k_F²/(2E_F). Substitution gives

C = (ħ/e²) k_F I/(16πZE_F²),  (13)

ħ/τ = x(1-x) n_a I/(8πk_F E_F).  (14)

In equation (13) e is in coulombs, so ħ/e² is a resistance. With Δ̃ in eV Å³, I is in eV² Å² and C comes out in Ω Å.

### A potential difference for calculation

An empty-core ion has no potential inside a radius R and the potential -Z/r outside. Its Fourier integral, with a convergence factor at large r, is

-4πZ ∫_R^∞ r [sin(qr)/(qr)] dr = -(4πZ/q) ∫_R^∞ sin(qr) dr = -4πZ cos(qR)/q².

In the Thomas-Fermi approximation a potential v(q) changes the electron density by -(dn/dE_F)v(q). That density adds the potential 4π/q² times itself. Defining k_TF² = 4π dn/dE_F,

v(q) = -4πZ cos(qR)/q² - (k_TF²/q²) v(q).

Solving for v(q) and subtracting A from B gives

Δ̃(q) = -4πZ [cos(qR_B) - cos(qR_A)]/(q² + k_TF²).  (15)

From n = k_F³/(3π²) and E_F = k_F²/2, dn/dE_F = k_F/π², so k_TF² = 4k_F/π in atomic units.

At q = 0 the cosines cancel and Δ̃ vanishes. Equal valence requires this: the number of extra screening electrons around a B atom is -(k_TF²/4π)Δ̃(0), and it must equal the valence difference, which is zero. For small q, cos(qR) ≈ 1 - q²R²/2 gives

Δ̃(q) ≈ 2πZ(R_B² - R_A²)q²/k_TF².

Small-angle scattering is therefore weak in this model, even before the transport weight reduces it further.

## Part 2. Numbers, fitting and the limits of the rule

The fraction of B atoms is x, and c_i is 1 on a B site and 0 on an A site. Each atom supplies Z electrons, the atomic density is n_a, and k_F and E_F are the Fermi wavevector and energy. The Fourier integral of v_B - v_A is Δ̃(q). Part 1 gave, for weak scattering in a random alloy,

ρ(x) = C x(1-x),  C = (ħ/e²) k_F I/(16πZE_F²),

I = ∫_0^{2k_F} q³|Δ̃(q)|² dq,  ħ/τ = x(1-x) n_a I/(8πk_F E_F).

### A model alloy

The example is a monovalent face-centred cubic alloy with round parameters and no material's name. The lattice constant is 4.00 Å and the core radii are R_A = 0.45 Å and R_B = 0.65 Å. The cubic cell holds four atoms, so the atomic volume is 4.00³/4 = 16.0 Å³. With Z = 1,

k_F = (3π²/16.0)^(1/3) = 1.228 Å⁻¹,

and E_F = 5.743 eV. The screening wavevector is 1.719 Å⁻¹. Equation (15) then gives these values of the potential difference:

q = 0.5 k_F: 2.208 eV Å³
q = 1.0 k_F: 6.210 eV Å³
q = 1.5 k_F: 8.860 eV Å³
q = 2.0 k_F: 9.556 eV Å³

These four values and the zero at q = 0 suffice for a hand estimate of I. With u = q/k_F, I = k_F⁴ ∫_0^2 u³|Δ̃|² du. The values of u³|Δ̃|² at u = 0, 0.5, 1, 1.5 and 2 are 0, 0.61, 38.6, 264.9 and 730.5. Simpson's rule with step 0.5 gives

(0.5/3)[0 + 4(0.61 + 264.9) + 2(38.6) + 730.5] ≈ 311.6.

Multiplying by k_F⁴ = 2.272 Å⁻⁴ gives about 708 eV² Å². Adaptive quadrature gives 710.1 eV² Å², so the hand estimate is 0.3% below it. The integrand at 2k_F is about 19 times that at k_F. The resistance of this model therefore comes mainly from large-angle scattering, and C is sensitive to the potential near q = 2k_F. Thomas-Fermi screening is a long-wavelength approximation and is too strong there. The static Lindhard response of free electrons would raise C by about 30% in this model.

The coefficient follows from equation (13):

k_F I/(16πE_F²) = 1.2277 × 710.06/(50.27 × 5.743²) = 0.526 Å.

The resistance ħ/e² is about 4108 Ω, so

C = 2160 Ω Å = 21.6 μΩ cm.

At x = 1/2 the resistivity is C/4 = 540 Ω Å. The independent-impurity estimate Cx would give 1080 Ω Å there. At x = 0.1 the two differ less: 216 against 194 Ω Å, an excess of 11% relative to Nordheim's rule.

The transport scattering rate at x = 1/2, expressed as an energy, is

ħ/τ = 0.25 × (1/16.0) × 710.06/(8π × 1.2277 × 5.743) = 0.0626 eV,

about 1% of the Fermi energy. Since ħv = 2E_F/k_F, the mean free path is

l = vτ = 2E_F/(k_F ħ/τ) = 2 × 5.743/(1.2277 × 0.0626) ≈ 149 Å,

and k_F l ≈ 183. The requirement k_F l ≫ 1 is met. This does not make the Born approximation accurate, because sufficiently dilute strong scatterers also leave a long mean free path.

For these core radii it is in fact inaccurate. Take free electrons at E_F and solve the scattering from a single potential +Δ (B in A) or -Δ (A in B) by partial waves. The coefficients at the two dilute ends are then about 1010 and 5420 Ω Å, whereas the Born approximation gives 2160 Ω Å for both. If Δ is reduced to 2% of its size, both ends agree with the correspondingly reduced Born value to within 2%. The resistivities quoted for this model, including the sampled ones below, are therefore Born values. They illustrate the formulas and do not predict the resistivity of an alloy with these potentials.

### Resistivity from explicit random occupations

The average in equation (5) can be replaced by sampling. The numerical check fills 500 sites at random, evaluates |Σ_i(c_i - x)e^(-iq·R_i)|² for pairs of wavevectors on the Fermi sphere, and averages over 400 configurations at each x. It does not insert x(1-x). The results, in Ω Å, are:

x = 0.1: 195.6
x = 0.2: 344.4
x = 0.3: 454.5
x = 0.4: 518.0
x = 0.5: 539.8
x = 0.6: 518.7
x = 0.7: 454.7
x = 0.8: 344.6
x = 0.9: 195.9

The largest departure from C x(1-x) is 0.7% of the rule's value, at x = 0.9. Sampling noise of this size is expected. The quantity (c_i - x)² takes the values x² and (1-x)², which differ by |1-2x|. Its standard deviation is |1-2x|√(x(1-x)), or |1-2x|/√(x(1-x)) relative to its mean. At x = 0.9 this is 0.8/0.3 = 2.67 for one site. Averaging over 500 × 400 independent occupations divides it by 447, which leaves 0.6%. Pairs of different sites add further noise.

### Fitting the coefficient

Let ρ_j be the resistivity at composition x_j and s_j = x_j(1-x_j). The rule has one free parameter and no intercept. Minimize

Q(C) = Σ_j (ρ_j - C s_j)².

Setting dQ/dC = -2Σ_j s_j(ρ_j - C s_j) to zero gives

C_fit = Σ_j s_jρ_j / Σ_j s_j².  (16)

For the nine sampled values, Σ s_j² = 0.3333 and Σ s_jρ_j = 720.1 Ω Å. Their ratio is C_fit = 2161 Ω Å, which agrees with the integral to about 0.01%. The root-mean-square residual is 1.0 Ω Å. Such close agreement in C is partly fortunate, given the noise in the individual points.

If the points have independent standard errors e_j, weight each square by 1/e_j². The same differentiation gives

C_fit = Σ_j (s_jρ_j/e_j²) / Σ_j (s_j²/e_j²).

This is linear in the ρ_j, so its variance is the sum of the squared coefficients times e_j². That sum is

Σ_j (s_j²/e_j²) / [Σ_j (s_j²/e_j²)]² = 1/Σ_j (s_j²/e_j²).

Points near x = 1/2 have the largest s_j and, for equal errors, fix C most strongly.

### Use for copper-gold

A value of C for copper-gold requires a set of measured resistivities. None is used here, so no fitted value is given, and the model value of 21.6 μΩ cm must not be taken for one. With measurements at hand, the procedure is as follows.

1. Use low-temperature data, so that scattering by lattice vibrations is negligible.
2. Use samples quenched from the disordered state. Copper-gold forms ordered structures, among them Cu₃Au and CuAu, and ordered or partly ordered samples do not obey the random average. Quenching can also leave short-range correlations between neighbouring atoms. These change the resistivity too, so a quenched sample is only approximately random.
3. Subtract the resistivity due to other defects. If it is known only for the pure metals, a linear interpolation between them is a possible estimate, and its uncertainty belongs in e_j.
4. Apply equation (16) or its weighted form, then plot ρ_j/s_j against x_j. Nordheim's rule predicts a horizontal line.

Copper and gold each supply one s electron, which suits the equal-valence assumption. Their atomic volumes differ, however, so k_F and the screening change with x, and neighbouring atoms are displaced from the ideal sites. Filled d shells also affect the potentials. A fitted C is then an effective coefficient that absorbs these effects as far as the parabola allows. It should not be inverted to obtain a unique Δ̃, because one number fixes one weighted integral.

A trend in ρ_j/s_j can be described by a second parameter,

ρ(x) = x(1-x)[C + A(1-2x)].  (17)

With t_j = s_j(1-2x_j), least squares requires

C Σs_j² + A Σs_jt_j = Σs_jρ_j,
C Σs_jt_j + A Σt_j² = Σt_jρ_j.

If the compositions are symmetric about 1/2 and equally weighted, Σs_jt_j = 0. The value of C is then unaffected by adding A. For an uneven set the two parameters are in general correlated and must be solved for together.

### What order does

For occupations that are not independent, the factor x(1-x) in equation (5) is replaced by

S(q) = (1/N) ⟨|Σ_i (c_i - x)e^(-iq·R_i)|²⟩.  (18)

The total of S is fixed by composition. Averaging e^(-iq·(R_i-R_j)) over the N allowed wavevectors of one Brillouin zone gives δ_ij. The average of S is therefore (1/N)Σ_i(c_i - x)². If exactly xN sites hold B, this equals x - 2x² + x² = x(1-x) for any arrangement. Order moves the scattering strength about in q without changing its average.

Consider the ordered A₃B crystal with B at the cube corners and A at the face centres, so that x = 1/4. At q = (2π/a)(h,k,l), with a the lattice constant and h, k, l integers, the amplitude from one cubic cell is

3/4 - (1/4)[(-1)^(h+k) + (-1)^(k+l) + (-1)^(h+l)].

If h, k and l are all even or all odd, the bracket is 3 and the amplitude is zero. If their parities are mixed, one sum is even and two are odd, so the bracket is -1 and the amplitude is 1. There are N/4 cells, which gives a peak S = (N/4)²/N = N/16. For N = 500 this is 31.25, as computed. At other wavevectors allowed by the periodic sample, the cells cancel.

The computed grid of 1000 wavevectors covers two Brillouin zones and contains six peaks. The average of S over the grid is 6 × 31.25/1000 = 0.1875, equal to x(1-x). When the same atoms are shuffled, S away from the peak positions averages 0.1878, so almost none of the strength remains in the peaks. For independent random occupation, equation (5) spreads it evenly over the zone on average.

The peaks describe a periodic potential with a larger unit cell. They change the bands and may open gaps, but they do not make the current decay. Nordheim's rule would assign 0.1875 × 2160 ≈ 405 Ω Å to this perfectly ordered model crystal, whose residual resistivity is zero. This is why ordered samples must be left out of the fit.

### What stronger scattering does

The next order in the potential difference can be found in a simpler model. Let the atoms differ only in a local energy: ε_A = -xδ and ε_B = (1-x)δ, measured from the virtual crystal, so that ⟨ε⟩ = 0. Replace the surroundings of one site by an effective medium with a local self-energy Σ and local Green function G. Putting the actual energy on that site adds the perturbation ε - Σ, so its Green function obeys G_s = G + G(ε-Σ)G_s. The coherent-potential approximation requires ⟨G_s⟩ = G, or

⟨1/[1 - (ε-Σ)G]⟩ = 1.  (19)

Expand in ε - Σ, subtract 1 and divide by G:

⟨ε-Σ⟩ + ⟨(ε-Σ)²⟩G + ⟨(ε-Σ)³⟩G² + ... = 0.

The first term is -Σ, so Σ is of order δ². Through order δ³, Σ can be dropped from the later terms:

Σ = ⟨ε²⟩G + ⟨ε³⟩G² + O(δ⁴).

The averages are ⟨ε²⟩ = x(1-x)δ² and

⟨ε³⟩ = -(1-x)x³δ³ + x(1-x)³δ³ = x(1-x)(1-2x)δ³,

because (1-x)² - x² = 1-2x. The medium's G at energy E is the disorder-free function evaluated at E - Σ. Since Σ is of order δ², the shift changes the right side only at order δ⁴, so G may be replaced by its value without disorder. Write Im G = -πg, where g is the density of states per site and spin, and use Im G² = 2 Re G Im G:

-Im Σ = πg x(1-x)δ² [1 + 2(1-2x)δ Re G].  (20)

An amplitude varying as e^(-iΣt) gives a probability decaying at the rate -2 Im Σ. The leading term is thus the golden-rule rate 2πg x(1-x)δ². The correction is odd about x = 1/2 and has the form of the A term in equation (17). Its sign depends on δ Re G.

For a semi-elliptic band of half-width 1, G without disorder satisfies G = 1/(E - G/4). The root with negative imaginary part is G = 2[E - i√(1-E²)], so Re G = 1 at E = 0.5. For δ = 0.02, equation (20) predicts ratios to the golden-rule damping of 1.032, 1 and 0.968 at x = 0.1, 0.5 and 0.9. In the effective medium E is replaced by E - Σ, so G = 1/(E - Σ - G/4). Solving this together with equation (19) numerically gives 1.032, 1.000 and 0.968.

For δ = 0.5 the computed ratios are 1.27, 0.90 and 0.40, whereas equation (20) would give 1.8, 1 and 0.2. Neither the parabola nor its first correction is adequate there. These ratios concern the damping; a resistivity would also need the velocities and the changed density of states.

For fitting, a small and smooth trend in ρ_j/s_j is compatible with equation (17), but does not identify its cause, since a changing atomic volume can also produce one. A large trend means that a single C no longer describes the alloy.

Values computed for the example and the checks

```
lattice constant = 4.00 angstrom
core radii A, B = 0.45, 0.65 angstrom
electrons per atom Z = 1
atomic volume = 16.000 angstrom^3
Fermi wavevector kF = 1.2277 1/angstrom
Fermi energy = 5.743 eV
screening wavevector = 1.7187 1/angstrom
D(q) at q = 0.5 kF: 2.208 eV angstrom^3
D(q) at q = 1.0 kF: 6.210 eV angstrom^3
D(q) at q = 1.5 kF: 8.860 eV angstrom^3
D(q) at q = 2.0 kF: 9.556 eV angstrom^3
integral of q^3 D^2 = 710.064 eV^2 angstrom^2
C from integral = 2160.41 ohm angstrom
C from integral = 21.604 microohm cm
C from Boltzmann matrix = 2160.41 ohm angstrom
rho at x=0.5 from C/4 = 540.10 ohm angstrom
hbar/tau at x=0.5 = 0.06261 eV
mean free path at x=0.5 = 149.4 angstrom
kF times mean free path at x=0.5 = 183.4
sampling: 500 sites, 400 configurations per x
x, sampled rho, C x(1-x), both in ohm angstrom:
  0.1  195.59  194.44
  0.2  344.36  345.67
  0.3  454.47  453.69
  0.4  517.95  518.50
  0.5  539.82  540.10
  0.6  518.69  518.50
  0.7  454.74  453.69
  0.8  344.59  345.67
  0.9  195.89  194.44
fitted C = 2160.66 ohm angstrom
fitted C / integral C = 1.0001
rms fit residual = 0.97 ohm angstrom
A3B: x(1-x) = 0.1875
A3B ordered: mean S over grid = 0.1875
A3B ordered: nonzero peaks = 6 of 1000 grid points
A3B ordered: S at a peak = 31.250
A3B shuffled: mean S off the peak positions = 0.1878
band energy / half bandwidth = 0.50
damping / golden-rule damping at x = 0.1, 0.5, 0.9:
  delta / half bandwidth = 0.02: 1.0319, 0.9999, 0.9680
  delta / half bandwidth = 0.50: 1.2680, 0.8983, 0.3957
weak asymmetry computed = 0.03197
weak asymmetry from third cumulant = 0.03200
```
